How a Displaced Neutrality Level Corrupts Midgap Separation of Oxide Charge

**Problem**

Ionizing radiation leaves two kinds of charge in a Si/SiO₂ capacitor: positive charge trapped in the oxide, and charge in new interface traps whose occupation follows the silicon Fermi level. The midgap method separates them by a high-frequency capacitance–voltage (C–V) measurement. It finds the gate voltage V_mg at which the Fermi level at the silicon surface stands at midgap, before and after irradiation, and assigns the whole shift ΔV_mg to the oxide:

N_app = −C_ox ΔV_mg/q.

Here C_ox is the oxide capacitance per area, q > 0 the elementary charge, and N_app the apparent oxide charge, counted as positive elementary charges per area. The assignment supposes that the interface traps are neutral at midgap.

Suppose instead that they are neutral when the Fermi level is at a neutrality level E_N. Traps below E_N are donor-like (neutral when filled, positive when empty); traps above E_N are acceptor-like (neutral when empty, negative when filled). Radiation adds a trap density D = 10¹² cm⁻² eV⁻¹, uniform across the gap.

(a) Show that if E_N lies 0.1 eV from midgap, the method misassigns 10¹¹ elementary charges per cm² to the oxide, and find the sign.

(b) What changes if D varies with energy?

(c) How does the error affect the interface charge inferred at inversion, and can the C–V curve reveal it?

(d) Evaluate the readings for a 50 nm oxide on p-type silicon with N_A = 10¹⁶ cm⁻³ at 300 K and a true oxide charge N_ot = 5×10¹¹ cm⁻², and size the main neglected effects.

Take the oxide charge to lie at the interface, E_N to be unchanged by irradiation, and the intrinsic level to coincide with the gap centre. The traps follow the slow gate sweep but not the small ac signal.

**Solution**

**(a) The charge at midgap**

Let Q_s, Q_it and Q_ot be the charges per area in the silicon, the interface traps and the oxide. The capacitor is neutral as a whole, so the gate carries −(Q_s + Q_it + Q_ot), and the voltage across the oxide is this charge divided by C_ox. With surface potential ψ_s and a constant V_0 for the work-function difference,

V_G = V_0 + ψ_s − (Q_s + Q_it + Q_ot)/C_ox.

Since the traps do not follow the ac signal, the measured capacitance is that of the oxide in series with the silicon, which depends on ψ_s and the doping. If irradiation leaves the active doping unchanged, equal capacitance before and after irradiation therefore means equal ψ_s and equal Q_s. These terms and V_0 cancel in the difference:

ΔV_mg = −(ΔQ_ot + ΔQ_it,mg)/C_ox.

With ΔQ_ot = qN_ot, the method returns

N_app = N_ot + ΔQ_it,mg/q.

The error is thus the net charge number of the added traps at midgap.

Measure energies from midgap and let the gap, of width G, run from −G/2 to G/2. Let f(E) be the probability that a trap is filled, with degeneracy factors of one. Empty donors count +1 and filled acceptors −1:

Q_it/q = ∫_{−G/2}^{E_N} D(1 − f) dE − ∫_{E_N}^{G/2} D f dE.

The two terms containing f join into one integral over the gap:

Q_it/q = ∫_{−G/2}^{E_N} D dE − ∫_{−G/2}^{G/2} D f dE.  (1)

At the midgap reading the Fermi level is at E = 0, so f(E) = 1/(1 + e^{E/kT}) and

f(E) + f(−E) = 1/(1 + e^{E/kT}) + e^{E/kT}/(e^{E/kT} + 1) = 1.

For uniform D, pairing the levels E and −E gives

∫_{−G/2}^{G/2} D f dE = ∫_0^{G/2} D [f(E) + f(−E)] dE = DG/2.

The first integral in (1) is D(E_N + G/2). Subtracting,

Q_it,mg/q = D E_N,

and hence

N_app − N_ot = D E_N.  (2)

The thermal spread of f has dropped out, because the levels emptied below midgap balance those filled above it. For E_N = +0.1 eV,

N_app − N_ot = (10¹² cm⁻² eV⁻¹)(0.1 eV) = 10¹¹ cm⁻².

This is the required result. In the low-temperature picture, the traps between midgap and E_N are donors lying above the Fermi level. They are empty and positive, and the method counts them as oxide charge. If E_N lies 0.1 eV below midgap, the traps between are filled acceptors, and the oxide charge is underestimated by 10¹¹ cm⁻². The error vanishes when E_N is at midgap.

Traps present before irradiation contribute equally to both readings and cancel, provided E_N stays fixed. The oxide thickness does not enter (2), although the corresponding voltage error, −qD E_N/C_ox, grows in proportion to it.

**(b) A density that varies with energy**

If D(E) is even about midgap, the same pairing gives ∫ D f dE = ∫_0^{G/2} D dE, which equals ∫_{−G/2}^0 D dE. Equation (1) becomes

Q_it,mg/q = ∫_0^{E_N} D(E) dE.

What matters is the density between midgap and E_N; large peaks near the band edges do not enter.

A slope breaks this balance. Let D(E) = D_m + sE. The sloped part contributes to the first integral in (1)

∫_{−G/2}^{E_N} sE dE = s(E_N²/2 − G²/8).

In the second integral, use f(−E) = 1 − f(E):

∫_{−G/2}^{G/2} sE f dE = s∫_0^{G/2} E[f(E) − f(−E)] dE = s∫_0^{G/2} E[2f(E) − 1] dE.

The −1 gives −sG²/8. Because G/2 is many kT, the upper limit of the remaining part may be taken to infinity. Expanding 1/(e^x + 1) in powers of e^{−x} and integrating term by term,

∫_0^∞ x/(e^x + 1) dx = 1 − 1/4 + 1/9 − … = π²/12,

so the remaining part is 2s(kT)²π²/12 = (π²/6)s(kT)². Subtracting the second integral from the first cancels the G² terms:

Q_it,mg/q = D_m E_N + sE_N²/2 − (π²/6)s(kT)².

For D_m = 10¹² cm⁻² eV⁻¹, s = 1.5×10¹² cm⁻² eV⁻² and E_N = 0.1 eV, the three terms are 10¹¹, 7.5×10⁹ and −1.6×10⁹ cm⁻². Even this considerable slope changes the answer by only about 6%.

**(c) The charge at inversion**

In p-type silicon with bulk Fermi potential φ_F, the surface Fermi level lies at E_F = q(ψ_s − φ_F) from midgap. It is at midgap when ψ_s = φ_F and at +qφ_F at the onset of inversion, ψ_s = 2φ_F. For uniform D and general E_F,

∫_{−G/2}^{G/2} f dE = kT ln{[1 + e^{(E_F + G/2)/kT}]/[1 + e^{(E_F − G/2)/kT}]} ≈ E_F + G/2,

as long as E_F is several kT from both band edges. Equation (1) then gives

Q_it/q ≈ D(E_N − E_F).  (3)

From midgap to inversion the traps therefore capture D qφ_F electrons per area, whatever the value of E_N. If the traps stay in equilibrium up to inversion, the added stretch-out of the C–V curve measures this number correctly. The method goes wrong in taking it for the net trap charge at inversion, −D qφ_F, when that charge is D(E_N − qφ_F). The interface is made too negative by the same amount that the oxide is made too positive, and the total is right.

Equation (3) also answers whether the curve can reveal the error. Oxide and added interface charge enter V_G through the sum

N_ot + D E_N − D E_F.

The first two terms are both constant along the sweep. Within this model a C–V curve fixes their sum but not each separately, so E_N must come from other evidence.

**(d) Numbers for a 50 nm oxide**

The oxide capacitance is 6.906×10⁻⁸ F/cm², and φ_F = 0.357 V. C–V curves were computed from the occupation of all trap levels, with an initial trap density of 2×10¹⁰ cm⁻² eV⁻¹ and V_0 = 0. For E_N = +0.1 eV, reading them at the midgap capacitance gives V_mg = 0.8327 V before and −0.5592 V after irradiation. Hence

ΔV_mg = −0.5592 V − 0.8327 V = −1.392 V,

N_app = (6.906×10⁻⁸ F/cm²)(1.392 V)/(1.602×10⁻¹⁹ C) = 6.0×10¹¹ cm⁻².

The true oxide charge accounts for −1.160 V and the traps for −0.232 V. The error is 20% of the true oxide charge. With E_N at midgap the same reading returns 5.0×10¹¹ cm⁻², and with E_N 0.1 eV below midgap, 4.0×10¹¹ cm⁻².

At inversion the traps have captured 3.57×10¹¹ electrons per cm² since midgap, but their net charge number is −2.57×10¹¹ cm⁻². The two accounts of the total agree:

method: (6.00 − 3.57)×10¹¹ = 2.43×10¹¹ cm⁻²,

actual: (5.00 − 2.57)×10¹¹ = 2.43×10¹¹ cm⁻².

Both correspond to the inversion-voltage shift of −0.563 V.

Four neglected effects can change the apparent oxide charge noticeably. Each is taken alone, with E_N = +0.1 eV.

*Trap degeneracy.* If a filled donor has two spin states, its filled-to-empty ratio doubles, as if E_F were raised by kT ln 2. Since E_N is 3.9 kT above midgap, nearly all partly filled levels are donors, and the charge changes by about −D kT ln 2 = −1.8×10¹⁰ cm⁻². The computed value, with a factor of two for acceptors as well, is −1.7×10¹⁰ cm⁻².

*Intrinsic level.* Equating the electron and hole densities puts the intrinsic level at (kT/2) ln(N_v/N_c) from the gap centre, where N_v and N_c are the effective densities of states of the valence and conduction bands. For silicon, band-edge masses give a ratio of about 0.4, while room-temperature masses that allow for the non-parabolic valence band give about 1 and almost no offset. With 0.4 the level lies at −11.8 meV, and if E_N is specified from the gap centre, the error grows by 1.2×10¹⁰ cm⁻².

*Position of the oxide charge.* A charge sheet at distance x from the silicon shifts V_G through the field between gate and sheet, over a length t_ox − x, where t_ox is the oxide thickness. Its weight is 1 − x/t_ox. A mean distance of 3 nm lowers the apparent charge by (3/50)(5×10¹¹) = 3×10¹⁰ cm⁻².

*Midgap capacitance.* In depletion the silicon capacitance is [εqN_A/(2(ψ_s − kT/q))]^{1/2}, with ε the silicon permittivity. The depletion approximation drops kT/q. Using it to calculate the midgap capacitance selects ψ_s = φ_F + kT/q, and by (3) the reading changes by −D kT = −2.6×10¹⁰ cm⁻². An error in the doping used for this calculation matters as much. Taking N_A 10% too high selects a ψ_s 28 mV too low and raises the apparent charge by 2.8×10¹⁰ cm⁻²; taking it 10% too low reduces the apparent charge by 3.4×10¹⁰ cm⁻².

As estimated here, these changes are each 12 to 34% of the 10¹¹ cm⁻² in question, and they add. Degeneracy, the charge position and the depletion approximation together bring N_app − N_ot down to about 0.3×10¹¹ cm⁻², and taking N_A 10% too low as well brings it to about zero, so 10¹¹ cm⁻² is the size of one contribution among several. A change of doping between the two readings is larger still. If irradiation deactivates 10% of the acceptors, equal capacitance selects a ψ_s 33 mV lower, a silicon charge 10% smaller and a surface Fermi level 30 meV below midgap; these contribute 1.4, 2.1 and 3.1×10¹⁰ cm⁻² and raise the apparent charge by 6.6×10¹⁰ cm⁻². The following assumptions hold comfortably. The largest oxide field, from weak depletion to just past inversion, is 0.40 MV/cm, far below the roughly 10 MV/cm at which good oxide breaks down, and tunnelling through 50 nm is negligible. At the midgap reading the surface Fermi level is 21.7 kT from either band edge, so the carriers there are nondegenerate.

With a rough capture cross-section of 10⁻¹⁶ cm² and thermal velocity of 10⁷ cm/s, a midgap trap responds in 25 ms. A 0.05 V/s ramp takes 2.1 s to move ψ_s by kT/q, so the traps follow it at the midgap reading. This does not extend to inversion. In a capacitor in the dark the electrons must be generated thermally, and for bulk lifetimes of 1 to 100 µs the trap charge at ψ_s = 2φ_F lags at this ramp by roughly 0.4 to 1.7×10¹¹ cm⁻², so the inversion reading needs a much slower sweep or a source of electrons. At 1 MHz, the product of angular frequency and response time is still about 10⁴ for a trap 0.1 eV away, so these traps do not follow the ac signal. Toward flat band the margin is lost: at ψ_s = 0.05 V the product is only about 2 for traps at the Fermi level.

The parameters are roughly those of a thick gate oxide after a heavy dose. An added density of 10¹² cm⁻² eV⁻¹ is high; a well-passivated, unirradiated interface has roughly 10¹⁰. Real devices break the assumption of uniform density. If the mean density between midgap and E_N were half the value used here, with D even about midgap, the error would fall to 5×10¹⁰ cm⁻². Conversely, the relative error can be severe when little oxide charge is present: with N_ot = 10¹¹ cm⁻² and E_N 0.1 eV below midgap, equation (2) gives N_app = 0, and the method would report no oxide charge at all. The remaining values are in the numerical output.

Table of computed values

```
Temperature: 300 K
Thermal energy kT: 0.02585 eV
Silicon gap (rough): 1.12 eV
Intrinsic density (rough): 1.0e+10 cm^-3
Acceptor doping: 1.0e+16 cm^-3
Oxide thickness: 50 nm
Oxide capacitance: 6.9063e-08 F/cm^2
Bulk Fermi potential: 0.3572 V
Trap density before irradiation: 2.0e+10 cm^-2 eV^-1
Added trap density: 1.0e+12 cm^-2 eV^-1
Neutrality level above midgap: 0.10 eV
True oxide charge number: 5.000e+11 cm^-2
Silicon capacitance at midgap: 5.0049e-08 F/cm^2
Series capacitance at midgap: 2.9019e-08 F/cm^2
Midgap voltage before: 0.8327 V
Midgap voltage after: -0.5592 V
Midgap voltage shift: -1.3919 V
Shift due to true oxide charge: -1.1599 V
Shift due to traps at midgap: -0.2320 V
Apparent oxide charge, E_N 0.1 eV above: 6.0000e+11 cm^-2
Apparent oxide charge, E_N at midgap: 5.0000e+11 cm^-2
Apparent oxide charge, E_N 0.1 eV below: 4.0000e+11 cm^-2
Misassigned charge, E_N above: 1.0000e+11 cm^-2
Misassigned charge, E_N below: -1.0000e+11 cm^-2
Misassigned / true oxide charge: 20.0 %
Inversion voltage shift: -0.5634 V
Traps filled from midgap to inversion: 3.5715e+11 cm^-2
Net trap charge at inversion: -2.5715e+11 cm^-2
Sloped-density example, slope: 1.50e+12 cm^-2 eV^-2
Sloped-density thermal correction: -1.649e+09 cm^-2
Change from spin degeneracy factors: -1.713e+10 cm^-2
Band-density ratio N_v/N_c (rough): 0.4 (no unit)
Intrinsic level from gap centre: -11.8 meV
Change from intrinsic-level offset: 1.184e+10 cm^-2
Assumed oxide-charge centroid: 3 nm
Change from charge centroid: -2.995e+10 cm^-2
Change from depletion-approximation C: -2.585e+10 cm^-2
Largest oxide field in sweep: 0.397 MV/cm
Half gap / kT (surface at midgap): 21.7 (no unit)
Bulk Fermi level above valence band / kT: 7.8 (no unit)
Capture cross-section (rough): 1e-16 cm^2
Thermal velocity (rough): 1e+07 cm/s
Response time, trap at midgap: 25.0 ms
Response time, trap 0.1 eV away: 2.00 ms
Gate ramp rate: 0.05 V/s
dV_G/dpsi at midgap after: 4.09 (no unit)
Time to sweep psi by kT/q: 2.12 s
AC frequency: 1 MHz
Angular frequency x time, trap 0.1 eV away: 1.26e+04 (no unit)
```
